Singlet-triplet gap of two sites from exchange, hopping and orbital energies

Take an ethylene molecule and twist its two CH₂ groups against each other until they are nearly perpendicular. In the small calculation used throughout these notes, the triplet lies 0.049 eV below the lowest singlet at a twist of 88°. At 80° the order is reversed, and the singlet lies 0.075 eV below the triplet. Over the same 8° the direct exchange contribution, which favours the triplet, does not fall: it rises slightly, from 0.055 to 0.057 eV. Something else must bring the singlet down, and it must grow quickly with untwisting.

The level of theory is triplet ROHF/6-31G orbitals followed by configuration interaction of two electrons in two orbitals, CASCI(2,2). The geometry is fixed and round: CC 1.45 Å, CH 1.09 Å, HCC angles 120°. Formulas are in atomic units and energies are quoted in eV. The numbers belong to this model and this basis. The digits are kept so that the arithmetic can be followed; they are not converged. With the polarized bases cc-pVDZ and 6-311G**, 2K is larger by about 0.018 eV, U is smaller by about 0.3 eV and |t| is smaller by 1 to 2%, so the gap becomes about +0.066 eV at 88° and −0.059 eV at 80°. The triplet ground state near 90° is a feature of the two-orbital model and does not survive correlation with the other electrons (section 9).

**1. The simple case: one electron on each site**

Let a and b be two real, orthonormal orbitals, one centred on each carbon. All other electrons form a frozen closed-shell core. The two active electrons have the Hamiltonian

H = h(1) + h(2) + 1/r₁₂,

where h contains the kinetic energy, the nuclei and the mean field of the core. A constant core energy is left out, since it cancels from every difference. The sites are equivalent: some symmetry operation of the molecule exchanges a and b, so h_aa = h_bb. Two-electron integrals are written

(pq|rs) = ∫∫ p(1)q(1) r(2)s(2) / r₁₂ dV₁ dV₂.

Write ab for the product a(1)b(2). With one electron on each site there are two spatial functions,

Ψ_T = (ab − ba)/√2,  Ψ_cov = (ab + ba)/√2.

The total wavefunction must change sign when the electrons are exchanged. The antisymmetric Ψ_T therefore goes with the symmetric triplet spin functions, and the symmetric Ψ_cov with the antisymmetric singlet spin function.

Two matrix elements are needed. In the diagonal one each electron keeps its orbital:

⟨ab|H|ab⟩ = h_aa + h_bb + (aa|bb) = 2h_aa + J_ab,  J_ab = (aa|bb).

In the other the electrons change places. Each one-electron term then carries a factor ⟨a|b⟩ = 0, and the repulsion alone remains:

⟨ab|H|ba⟩ = (ab|ab) = K.

Hence

E_T = 2h_aa + J_ab − K,
E_cov = 2h_aa + J_ab + K,
E_cov − E_T = 2K.

K is the Coulomb integral of the density ρ = ab with itself. The electrostatic energy of a charge distribution, K/2 here, equals the energy stored in its field, which cannot be negative. So K > 0 unless ab vanishes everywhere, and direct exchange favours the triplet. Orthogonality does not make K vanish: it makes ρ integrate to zero, but ρ still has positive and negative regions.

Limit: if the sites are so far apart that ab is negligible, K → 0 and the singlet and triplet are degenerate, as they must be for two electrons that never meet.

This stage explains the sign and rough size of the 88° result (0.055 eV against 0.049 eV) but not the reversal. At 80° it would give +0.057 eV, whereas the CI gives −0.075 eV.

**2. Letting the electrons hop**

Two orbitals also allow both electrons to sit on the same site, in aa or bb. These products are symmetric under electron exchange, so they can be singlets but not triplets. This is the Pauli principle at work: two electrons of equal spin cannot share an orbital. The triplet energy of section 1 is therefore already exact within this two-orbital space.

For the ionic singlets,

⟨aa|H|aa⟩ = 2h_aa + J_aa,  J_aa = (aa|aa),
⟨aa|H|bb⟩ = (ab|ab) = K.

In the second line the one-electron terms again vanish because ⟨a|b⟩ = 0. The combinations (aa ± bb)/√2 thus have the energies

E_ion,± = 2h_aa + J_aa ± K.

Now couple them to the covalent singlet. In ⟨ab|H|aa⟩ the first electron stays in a while the second goes from a to b:

⟨ab|H|aa⟩ = h_ab + (aa|ab) = h_ab + l = t,  l = (aa|ab).

The quantity t is the full hopping element. Besides h_ab it contains l, the effect of the other active electron on the hop. Its sign depends on the phases chosen for a and b, but the gap will contain t². By site symmetry, ⟨ab|H|bb⟩, ⟨ba|H|aa⟩ and ⟨ba|H|bb⟩ also equal t. Therefore

⟨Ψ_cov|H|ion,+⟩ = ½(t + t + t + t) = 2t,
⟨Ψ_cov|H|ion,−⟩ = ½(t − t + t − t) = 0.

The covalent singlet mixes with the even ionic state and not with the odd one. Both mixing states contain +K, so their separation is

E_ion,+ − E_cov = J_aa − J_ab = U.

U is the cost of putting both electrons on one site, less the repulsion they already had on neighbouring sites. It is positive, because 2U = (aa−bb|aa−bb) is again the Coulomb integral of a density with itself.

Measure energies from E_T and set x = E − E_T. The singlet block has diagonal elements 2K and 2K + U and coupling 2t, so

(2K − x)(2K + U − x) = 4t².

With y = x − 2K this becomes

y² − Uy − 4t² = 0,  y = U/2 ± ½√(U² + 16t²).

The lower root gives the gap, with no approximation inside the two-orbital space:

E_S − E_T = 2K + U/2 − ½√(U² + 16t²).  (A)

A positive value means a triplet ground state. The odd ionic singlet lies at U above the triplet, far above this root when U is much larger than K.

At 80° the integrals are t = −0.4697 eV, U = 6.558 eV and 2K = 0.0570 eV. Then

√(U² + 16t²) = √(43.008 + 3.529) = 6.822 eV,
E_S − E_T = 0.0570 + ½(6.558 − 6.822) = −0.075 eV.

This agrees with the direct diagonalization, −0.0749 eV, or −604 cm⁻¹.

Limits: for t → 0 the root becomes U and the gap returns to 2K. In the formal limit U → 0 the gap is 2K − 2|t|. The second term is the orbital result: both singlet electrons occupy the lower molecular orbital, at −|t| each, while the triplet has one electron in each orbital, at −|t| and +|t|.

**3. Weak hopping: the term 4t²/U**

When 4|t| is small compared with U, write s = √(1 + 16t²/U²) and expand:

s = 1 + 8t²/U² − 32t⁴/U⁴ + …

Since (A) is 2K + (U/2)(1 − s),

E_S − E_T = 2K − 4t²/U + 16t⁴/U³ − …

The leading form is

E_S − E_T ≈ 2K − 4t²/U.  (B)

The second term is kinetic exchange. It has the form of second-order perturbation theory, a squared coupling (2t)² divided by an excitation energy U. The singlet gains energy by mixing in some ionic character: with both electrons allowed on the same site part of the time, the hopping term 2t can lower its energy. The triplet has no such state to mix with.

The error of (B) can be bounded. From s² = 1 + 16t²/U²,

(A) − (B) = (U/2)(1 + 8t²/U² − s) = (U/4)(s − 1)².

This is never negative, so (B) always places the singlet too low relative to the triplet, compared with (A). Because s − 1 ≤ 8t²/U², the error is at most 16t⁴/U³.

At 80°,

4t²/U = 4 × 0.22059 / 6.558 = 0.1345 eV,
2K − 4t²/U = 0.0570 − 0.1345 = −0.0775 eV.

The error relative to the CI gap is 0.0027 eV, within the bound of 0.0028 eV.

The amount of ionic mixing follows from the same block. U appears there once, multiplying the projector onto the ionic state. The derivative of an eigenvalue with respect to a parameter is the expectation value of what the parameter multiplies, so

ionic weight = ∂(E_S − E_T)/∂U = ½[1 − U/√(U² + 16t²)],

with K and t held fixed. At 80° this is 0.019. An admixture of about 2% suffices to reverse the order of the states, because it is weighed against a direct exchange of only some hundredths of an eV.

**4. Why the twist controls the sign**

At a twist of exactly 90° the molecule has a further symmetry: a quarter turn about the CC axis combined with reflection in the plane midway between the carbons. It exchanges the carbons. Applied twice it is a half turn, which reverses the sign of a p-like orbital perpendicular to the axis. With suitable phases it therefore takes a to b and b to −a. Under this operation

h_ab → −h_ba = −h_ab,
l = (aa|ab) → −(bb|ba) = −l.

The last step uses (bb|ba) = (aa|ab), from site equivalence. A symmetry operation cannot change the value of an integral, so h_ab and l both vanish, and with them t. K contains the product ab twice, the sign cancels, and K survives. The triplet must then lie lower in this model, by 2K.

Away from 90° the calculation gives the following, in eV except for the last column.

twist   t   2K   4t²/U   CI gap   (B)   4|t|/U
88°   −0.094   0.055   0.005   0.049   0.049   0.06
80°   −0.470   0.057   0.135   −0.075   −0.078   0.29
70°   −0.932   0.064   0.524   −0.424   −0.460   0.56
60°   −1.379   0.076   1.130   −0.910   −1.054   0.82

Going from 2° to 10° away from perpendicular multiplies t by 5.0, as expected for a quantity that starts linearly from zero. Kinetic exchange then grows by a factor of about 25, while 2K changes by 4%. This is the rapid growth that the opening numbers called for.

In the leading form the gap vanishes when K = 2t²/U, that is, at |t| = √(KU/2) ≈ 0.31 eV with the 80° values of K and U. Since t changes by about 0.047 eV per degree, linear interpolation puts the crossing about 6.5° from perpendicular, at a twist between 83° and 84°. The CI gap in 6-31G is +0.007 eV at 84° and −0.010 eV at 83°, in line with this estimate. The angle depends on the basis: with cc-pVDZ or 6-311G** the larger K moves the estimated crossing to about 82.6°.

The table also shows where (B) wears out. At 60° the hopping is no longer weak, and (B) overestimates the size of the CI gap by 16%. Formula (A) still holds there.

**5. The spin Hamiltonian**

If only the lowest singlet and the triplet matter, their energies can be reproduced by two spins of ½ with

H_spin = E₀ − 2J S₁·S₂.

Squaring S = S₁ + S₂ gives

S₁·S₂ = ½[S(S+1) − 3/4 − 3/4],

which is −3/4 for S = 0 and +1/4 for S = 1. Hence

E_S − E_T = −2J(−3/4 − 1/4) = 2J,

and in the leading form

J ≈ K − 2t²/U.

Positive J is ferromagnetic, negative J antiferromagnetic. At 80° the CI gap gives J = −0.037 eV. Other conventions, such as +J S₁·S₂, change both the sign and the factor of two, so a value of J means something only together with its Hamiltonian.

The spins do not interact magnetically here. J summarizes Coulomb repulsion and hopping, which depend on spin through the symmetry of the wavefunction. The description needs the ionic states to be well separated from the two levels kept.

**6. From site orbitals to molecular orbitals**

A calculation on a symmetric molecule delivers delocalized orbitals,

φ₁ = (a + b)/√2,  φ₂ = (a − b)/√2.

The aim is to read t from their energies. The one-electron elements are

h₁₁ = h_aa + h_ab,  h₂₂ = h_aa − h_ab,  h₁₁ − h₂₂ = 2h_ab.

For the repulsion integrals, expand the orbital products:

φ₁² = ½(a² + b²) + ab,
φ₂² = ½(a² + b²) − ab,
φ₁φ₂ = ½(a² − b²).

Let M = ½(J_aa + J_ab), which is the Coulomb integral of ½(a² + b²) with itself. The integral of ½(a² + b²) with ab is ½(l + l) = l. With J_ij = (ii|jj) and K₁₂ = (12|12),

J₁₁ = M + 2l + K,
J₂₂ = M − 2l + K,
J₁₂ = M − K,
K₁₂ = ¼(2J_aa − 2J_ab) = U/2.

Combining these gives

J₁₁ − J₂₂ = 4l,
U = 2K₁₂,
K = ¼(J₁₁ + J₂₂) − ½J₁₂.

The roles have changed. The large exchange integral K₁₂ between delocalized orbitals is half the on-site cost U, while the small site exchange K is a difference of large Coulomb integrals. At 80°,

U = 2 × 3.279 = 6.558 eV,
K = ¼(11.4756 + 11.3786) − ½ × 11.3701 = 0.0285 eV.

Limit: for sites so far apart that K and l vanish, J₁₁ = J₂₂ = J₁₂ = M. The two delocalized orbitals then have the same density, and the Coulomb integrals cannot tell them apart.

**7. Which orbital energies?**

An orbital energy depends on the electrons that produce the mean field. Take the triplet, with one spin-up electron in φ₁ and one in φ₂. Any electron feels the Coulomb field of both, but exchange acts between equal spins. For a spin-up electron in φ₁ the exchange with φ₁ itself is J₁₁, which cancels the Coulomb term J₁₁:

ε₁↑ = h₁₁ + J₁₂ − K₁₂,
ε₂↑ = h₂₂ + J₁₂ − K₁₂,
ε₁↑ − ε₂↑ = 2h_ab.

A spin-down electron has no exchange with the active pair:

ε₁↓ = h₁₁ + J₁₁ + J₁₂,
ε₂↓ = h₂₂ + J₂₂ + J₁₂,
ε₁↓ − ε₂↓ = 2h_ab + 4l.

Neither difference is 2t = 2h_ab + 2l, but their mean is. So define spin-averaged energies

ε_i = ½(ε_i↑ + ε_i↓) = h_ii + ½J_ii + J₁₂ − ½K₁₂,

for which

ε₁ − ε₂ = 2h_ab + 2l = 2t.

This identity does not need weak hopping. Inserting it and U = J_aa − J_ab in (B) gives the Hay-Thibeault-Hoffmann form:

E_S − E_T ≈ 2K − (ε₁ − ε₂)²/(J_aa − J_ab).  (C)

The splitting of the two singly occupied orbitals measures the antiferromagnetic term. Where symmetry makes them degenerate, that term vanishes and 2K remains, as at 90°.

At 80° the active orbital energies are −2.9559 and −2.0166 eV, so

ε₁ − ε₂ = −0.9393 eV,
(ε₁ − ε₂)²/U = 0.8823/6.558 = 0.1345 eV,

and (C) gives −0.0775 eV, the same as (B). The ROHF energies used here are the spin-averaged ones, which the numerical check confirms by comparing them with 2t. With another program, the definition of its open-shell orbital energies has to be established first.

How much does the choice matter? The spin-up energies differ by −0.988 eV and would give a gap of −0.092 eV, 18% larger in size than (C). Here l is only 5% of |h_ab|. This enlarges the kinetic term by 11%, and the gap, being a difference of two terms, changes by a larger fraction. In general the spin-up energies shift (C) by 4(t² − h_ab²)/U = 4l(2h_ab + l)/U, which is −0.014 eV at 80°. They suffice only when this shift is small compared with the gap itself, which fails near the crossing even for small l.

**8. Orbital energies from the singlet**

One might instead build the mean field from the CASCI singlet itself. Its occupations are not equal. Write them as 1 + δ in φ₁ and 1 − δ in φ₂.

To find δ, use the configurations φ₁² and φ₂². Their energies 2h_ii + J_ii differ by 4h_ab + 4l = 4t, and they are coupled by K₁₂ = U/2. The block has diagonal elements ±2t about its mean, so its lower eigenvalue lies below the mean by √(4t² + U²/4). The difference of the two weights equals δ, and it is the derivative of the eigenvalue with respect to the quantity 2t:

δ = −2t/√(4t² + U²/4) = −4t/√(U² + 16t²).

The spin-averaged mean field with these occupations gives

F₁₁ = h₁₁ + ½(1+δ)J₁₁ + (1−δ)(J₁₂ − ½K₁₂),
F₂₂ = h₂₂ + ½(1−δ)J₂₂ + (1+δ)(J₁₂ − ½K₁₂).

Subtract and insert the integrals of section 6:

F₁₁ − F₂₂ = 2t + δ[½(J₁₁ + J₂₂) − 2J₁₂ + K₁₂]
= 2t + δ[(M + K) − 2(M − K) + U/2]
= 2t + δ(3K − J_ab),

because −M + U/2 = −J_ab.

At 80°, δ = 0.275 and J_ab = 8.12 eV, so the splitting becomes −3.15 eV instead of −0.94 eV. Put into (C), it would give −1.46 eV for a gap that is really −0.075 eV in this model.

Weak hopping does not repair the splitting. Take t → 0. There δ ≈ −4t/U, and

F₁₁ − F₂₂ ≈ 2t[1 + 2(J_ab − 3K)/U].

The extra term shrinks in proportion to t itself, so the error of the splitting relative to 2t stays, and the kinetic term remains too large by the square of the bracket. The error in the gap does vanish as t², but only because the kinetic term itself vanishes and 2K is left. Formula (C) needs a mean field with one electron in each active orbital, which the triplet supplies.

**9. What the result leaves out**

Formula (A) rests on four assumptions: equivalent sites, two active orbitals, a frozen closed-shell core, and the same orbitals for both spin states. If the sites are inequivalent, aa and bb in general have different energies, and both ionic states can mix with the covalent singlet unless a remaining symmetry forbids the hopping. Formulas (B) and (C) also need 4|t| ≪ U.

For a real molecule the CASCI(2,2) numbers are a model result. They omit, among other things, the correlation of the two active electrons with each other through orbitals outside the active pair, their correlated motion with the core, the spin polarization of the core, and the separate relaxation of the singlet's orbitals. Near perpendicular the gap is only a few hundredths of an eV, and the omitted effects are larger than that. Relaxing the singlet's orbitals alone (CASSCF(2,2) singlet against ROHF triplet) changes the gap from 0.049 to 0.047 eV at 88° and from −0.075 to −0.111 eV at 80°. Second-order correlation on top of the same CASCI(2,2) states (strongly contracted NEVPT2, 6-31G) gives −0.069 eV at 90°, −0.077 eV at 88°, −0.135 eV at 84° and −0.246 eV at 80°: the singlet is then lowest at all four angles. The triplet ground state near 90° and the crossing near 83° are therefore properties of the two-orbital model and should not be read as predictions for ethylene at this geometry. What the calculation does establish is the mechanism within the model: K survives when symmetry forbids hopping, and kinetic exchange grows as t² once hopping is allowed, as long as 4|t| ≪ U.

Numbers as computed

```
Twisted ethylene, triplet ROHF/6-31g, CASCI(2,2)
CC 1.45 angstrom, CH 1.09 angstrom, HCC 120 degrees
Detailed case: twist 80 degrees, energies in eV
h_ab: -0.49392 eV
l=(aa|ab): 0.02425 eV
t=h_ab+l: -0.46967 eV
J_aa: 14.67759 eV
J_ab: 8.11956 eV
K: 0.02851 eV
U=J_aa-J_ab: 6.55803 eV
J11: 11.47558 eV
J22: 11.37858 eV
J12: 11.37007 eV
K12: 3.27902 eV
eps1 (spin-averaged): -2.95591 eV
eps2 (spin-averaged): -2.01658 eV
4t^2/U: 0.13454 eV
16t^4/U^3: 0.00276 eV
gap E_S-E_T, CI: -0.07488 eV
gap, orbital-energy formula: -0.07753 eV
eps1-eps2, spin-up only: -0.98783 eV
eps1-eps2, spin-down only: -0.89083 eV
eps1-eps2, singlet density: -3.15183 eV
gap formula with spin-up energies: -0.09178 eV
gap formula with singlet-density energies: -1.45778 eV
eps1-eps2 (spin-averaged): -0.93933 eV
2K: 0.05701 eV
J=gap/2 in -2J S1.S2: -0.03744 eV
gap, CI, converted: -603.9 cm^-1
ionic weight in singlet: 0.019334 (no unit)
occupation shift delta: 0.27539 (no unit)
Trend with twist (degrees); energies in eV, 4|t|/U without unit
twist      t       2K       U    4t^2/U   gap_CI  gap_formula  4|t|/U
  88   -0.0942   0.0548   6.5364   0.0054    0.0494    0.0494    0.0576
  80   -0.4697   0.0570   6.5580   0.1345   -0.0749   -0.0775    0.2865
  70   -0.9320   0.0640   6.6247   0.5245   -0.4245   -0.4605    0.5627
  60   -1.3788   0.0756   6.7320   1.1296   -0.9098   -1.0540    0.8193
```
